# Why Peierls coupling permits a sharp polaron transition

## Definitions and conventions

One electron moves on a chain of sites $j$ with one Einstein oscillator per site. In the algebra $\hbar=1$ and the lattice constant is 1, so the momentum $K$ is an angle. Let $x_j=b_j+b_j^\dagger$ be the oscillator displacement, whose zero-point variance is 1, and let $B_j=c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j$. The site-phonon Peierls, or SSH, model is

$$H=-t\sum_j B_j+\Omega\sum_j b_j^\dagger b_j+\alpha\sum_j B_j(x_j-x_{j+1}),\qquad t,\alpha>0 .$$

The hopping amplitude between $j$ and $j+1$ is thus $-[t-\alpha(x_j-x_{j+1})]$. The coupling strength is $\lambda=2\alpha^2/(\Omega t)$. $E(K)$ denotes the lowest energy at total momentum $K$ of electron plus phonons. Since $H$ is real, $E(K)=E(-K)$.

A sharp transition here means that the ground-state energy of the infinite chain is non-analytic in $\lambda$. The Gerlach–Löwen result excludes this for optical polarons whose electron–phonon vertex depends on the phonon momentum $q$ alone. Leaving that class permits a transition but does not force one. The terms are now taken one at a time to see which of them does.

## The vertex

Insert $c_j=L^{-1/2}\sum_k e^{ikj}c_k$ and $x_j=L^{-1/2}\sum_q e^{iqj}(b_q+b_{-q}^\dagger)$. For a phonon factor $e^{iqj}$, the sum over $j$ forces the final electron momentum to be $k+q$. Then $c_j^\dagger c_{j+1}$ contributes $e^{ik}$ and its conjugate term contributes $e^{-i(k+q)}$. The difference $x_j-x_{j+1}$ contributes $1-e^{iq}$. Hence

$$M(k,q)=\alpha\,(e^{ik}+e^{-i(k+q)})(1-e^{iq})=2i\alpha[\sin k-\sin(k+q)] .$$

This depends on $k$ as well as on $q$. A vertex $g(q)$ would instead multiply $\sum_k c_{k+q}^\dagger c_k=\sum_j e^{iqj}c_j^\dagger c_j$, which is diagonal in the electron's position. Such phonons shift site energies and leave the hopping alone.

## What protects zero momentum

**Coordinate argument.** Take a ring of $L$ sites and use the displacements as coordinates, with $b^\dagger b=-\partial_x^2+x^2/4-1/2$. Suppose that the hopping is $-\tau_j(x)$ with $\tau_j(x)\ge0$ for every displacement, and that the remaining coupling is a potential. Let $\psi$ be the lowest state at momentum $K$, and compare it with $|\psi|$:

- The potential energy is the same for both.
- The oscillator kinetic energy does not rise, because $|\partial_x|\psi||\le|\partial_x\psi|$.
- The hopping energy does not rise, because $-2\tau_j\,\mathrm{Re}(\psi_j^*\psi_{j+1})\ge-2\tau_j|\psi_j||\psi_{j+1}|$.

Translation multiplies $\psi$ by a phase, so $|\psi|$ is translation invariant and has zero momentum. The variational principle gives $E(0)\le E(K)$.

A vertex $g(q)$ coupled to displacements is a potential, and its hopping is the constant $t>0$, so it is protected. This includes the Holstein model, with coupling $g\sum_j c_j^\dagger c_j x_j$.

**Number-basis argument.** The same comparison works in the phonon-number basis if a translation-invariant choice of basis signs makes every off-diagonal element of $H$ non-positive. Consider a model with one oscillator per bond and hopping $-t+\alpha x_{\rm bond}$. Multiplying each state by $(-1)^N$, where $N$ is its phonon number, reverses $x_{\rm bond}$ and makes all elements non-positive. This model also has a $k$-dependent vertex, since its coupling changes the hopping, yet its minimum stays at $K=0$.

When the basis states are all connected, the ground state can be chosen strictly positive. Two orthogonal states cannot both be positive, so the level is simple. A simple level that stays isolated has an energy analytic in the coupling, which leaves no room for a sharp transition.

**Why the site-phonon model escapes.** Its linear hopping can change sign, so the coordinate argument fails. For the number basis, follow this closed loop:

1. The electron hops from $j-1$ to $j$ and emits a phonon on $j$. The element is $-\alpha$, from $\alpha B_{j-1}(x_{j-1}-x_j)$.
2. It hops from $j$ to $j+1$ and absorbs that phonon. The element is $+\alpha$, from $\alpha B_j(x_j-x_{j+1})$.
3. It returns by two bare hops, with elements $-t$ and $-t$.

The product is $-\alpha^2t^2$. Reversing the sign of one basis state changes two elements of the loop and leaves the product as it is. Four non-positive elements would have a non-negative product, so no choice of signs works. Both protections are gone, and the energy must decide.

## The phonon contribution at large $\Omega$

Take $\Omega\gg t$ at fixed $\lambda$. Collecting the terms that contain $x_j$, the coupling is $\alpha\sum_j x_j(B_j-B_{j-1})$. Starting from the phonon vacuum, one application creates one phonon at cost $\Omega$; electronic energies in the denominator are smaller by order $t/\Omega$ and are dropped. The same oscillator must absorb the phonon, so

$$H_2=-\frac{\alpha^2}{\Omega}\sum_j(B_j-B_{j-1})^2 .$$

For one electron, $B_j^2=|j\rangle\langle j|+|j+1\rangle\langle j+1|$. Summed over $j$ this gives 2, and $B_{j-1}^2$ gives another 2. The product $B_jB_{j-1}$ leaves $|j+1\rangle\langle j-1|$, and $B_{j-1}B_j$ is its conjugate. Both carry a minus sign inside the square, therefore

$$H_2=-\frac{4\alpha^2}{\Omega}+\frac{\alpha^2}{\Omega}\sum_j\left(|j+1\rangle\langle j-1|+{\rm h.c.}\right).$$

The first term lowers all momenta equally. The second is hopping by two sites, and its sign is opposite to that of the bare hopping because emission and absorption have opposite amplitudes.

Momentum space gives the same result. With $p=K+q$,

$$-\int\frac{dq}{2\pi}\frac{|M(K,q)|^2}{\Omega}=-\frac{4\alpha^2}{\Omega}\left(\sin^2K+\tfrac12\right)=-\frac{4\alpha^2}{\Omega}+\frac{2\alpha^2}{\Omega}\cos2K ,$$

because $\sin p$ averages to zero and $\sin^2p$ to $1/2$. For a vertex $g(q)$ the integral would not depend on $K$ at this order.

## Weighing the two hops

Define $t_2=\alpha^2/\Omega=\lambda t/2$. The band is

$$E(K)=-4t_2-2t\cos K+2t_2\cos2K .$$

The bare term favours $K=0$ and the mediated term favours $K=\pm\pi/2$. With $u=\cos K$ and $\cos2K=2u^2-1$, completing the square gives

$$E=4t_2\left(u-\frac{t}{4t_2}\right)^2-6t_2-\frac{t^2}{4t_2}.$$

If $t_2<t/4$, the vertex of this parabola lies beyond $u=1$, and the minimum is at $K=0$. If $t_2>t/4$, which means $\lambda>1/2$, the minimum is at

$$\cos K=\frac{t}{4t_2}=\frac1{2\lambda}.$$

The momentum leaves zero continuously. The energy gained relative to $K=0$ is

$$4t_2\left(1-\frac{t}{4t_2}\right)^2=\frac{t(2\lambda-1)^2}{2\lambda}.$$

Near threshold this is $4t(\lambda-\tfrac12)^2$. It is absent below threshold and subtracted from the energy above it, so $d^2E_{\rm ground}/d\lambda^2$ jumps by $-8t$. The curvature at $K=0$, $2t-8t_2$, vanishes there, so the effective mass diverges. On a finite ring $K$ takes discrete values, and the continuous shift is replaced by level crossings.

## The same singularity at finite $\Omega$

While the $K=0$ level is isolated, its energy can be expanded near the point where the curvature $a(\lambda)$ changes sign:

$$E(K)=E(0)+\frac{a}{2}K^2+\frac{b}{24}K^4,\qquad b>0 .$$

For $a<0$, setting the derivative $aK+bK^3/6$ to zero gives $K^2=-6a/b$. Substitution gives $E-E(0)=-3a^2/b+3a^2/(2b)=-3a^2/(2b)$. With $a\simeq a'(\lambda-\lambda_c)$, the second derivative jumps by $-3a'^2/b$. In the large-$\Omega$ band $a'=-4t$ and $b=-2t+32t_2=6t$ at threshold, which returns $-8t$.

Variational diagonalization on the infinite chain, with phonons kept near the electron, gives $\lambda_c=0.682$, $0.524$ and $0.502$ for $\Omega/t=3$, $30$ and $300$. The threshold approaches $1/2$ as derived. At $\Omega=300t$ the jump agrees with $-8t$ to within 2%.

The sign change of $a$ is a local criterion. The parabola in $u$ rules out an earlier jump to a distant minimum at large $\Omega$; at finite $\Omega$ this was not searched for below threshold.

## A worked case

Take round model parameters: $t=0.1$ eV, $\Omega=0.3$ eV and lattice constant 5 angstrom. The threshold $\lambda_c=0.682$ corresponds to

$$\alpha_c=\sqrt{\lambda_c\Omega t/2}=\sqrt{0.682\times0.3\times0.1/2}\ {\rm eV}=0.101\ {\rm eV}.$$

There finite differences give $a'=-0.297$ eV and $b=0.473$ eV, so the jump is about $-3(0.297)^2/0.473=-0.56$ eV. The finite momentum step makes this $b$ about 4% too small; in the limit of zero step $b=0.494$ eV and the jump is $-0.53$ eV. The next level at $K=0$ lies 0.30 eV higher, about one phonon energy, so the level is isolated as the expansion requires. At 3% above threshold, direct minimization gives $K=0.267$, against 0.278 from the expansion with this $b$; with $b=0.494$ eV the expansion gives 0.271, so more than half of the difference is the same step error.

At $\lambda=1$ the comparison with the large-$\Omega$ band is as follows.

| Quantity | Large-$\Omega$ band | Diagonalization |
|---|---|---|
| $K$ at minimum | 1.05 | 0.88 |
| Depth below $K=0$ | 0.050 eV | 0.015 eV |
| Mass / bare mass | 0.67 | 1.8 |

The first mass ratio follows from the curvature $2t\cos K-8t_2\cos2K=3t$ at $\cos K=1/2$, compared with $2t$ for the bare band. The second is $2.72/1.52$, both in electron masses. At $\Omega=3t$ the second-order band still predicts a finite momentum, but it overstates the depth threefold and puts the mass on the wrong side of the bare value. The minimum lies at 0.176 inverse angstrom.

## How much rests on reversed hopping

In the phonon vacuum $x_j-x_{j+1}$ is Gaussian with variance 2, so the hopping has mean $t$ and standard deviation $\sqrt2\,\alpha$. The chance of the reversed sign is $\frac12{\rm erfc}[t/(2\alpha)]$, or 24% at the threshold of the worked case. On the bond next to the electron the oscillators shift so as to strengthen the hopping, and a Gaussian estimate in the $K=0$ state gives about 18%. The linear law is therefore used well beyond the point where the hopping vanishes.

A four-site ring illustrates the coordinate argument at fixed $\Omega=10t$ and $\lambda=2$. With linear hopping the ground state has $\cos K=0$. When $t-\alpha(x_j-x_{j+1})$ is replaced by its modulus, $\cos K=1$, as the coordinate argument requires. The ring does not separate the sign from the size of the hopping: the modulus also raises its vacuum mean from $t$ to $3.7t$, and a linear hopping with that mean and the same $\alpha$ has $\cos K=1$ on this ring as well. The statement about the sign rests on the coordinate argument, which holds for any non-negative hopping. In a material whose orbital overlap keeps one sign at all displacements, and whose phonons otherwise act as a potential, this nearest-neighbour mechanism cannot move the minimum.

## Other neglected effects and a real case

**Phonon dispersion.** Let the phonon energy be $\Omega(1+\delta\cos q)$, with the vertex $M(k,q)$ held fixed. To first order in $\delta$, the integrand of the second-order energy gains a factor $1-\delta\cos(p-K)$. The average of $(\sin K-\sin p)^2\cos(p-K)$ is $-\sin^2K$, so $t_2$ becomes $(1+\delta)t_2$ and the threshold $1/[2(1+\delta)]$. The full integral gives 0.451 for $\delta=0.1$ and 0.551 for $\delta=-0.1$. If instead the coupling to the physical displacement is held fixed, $|M|^2$ also scales as the inverse phonon energy; the first-order shift doubles, and the thresholds are 0.408 and 0.610.

**Temperature.** The transition is a property of the ground state. At $\lambda=1$ the depth of 0.015 eV is less than $k_BT=0.026$ eV at 300 K, so both momentum regions are thermally occupied.

**A rubrene-like crystal.** Rough values are a hopping of 0.1 eV, an intermolecular phonon energy of 0.006 eV and a thermal hopping spread $\sigma=0.03$ eV at 300 K. Since $\sigma^2=2\alpha^2\coth(\Omega/2k_BT)$,

$$\lambda=\frac{\sigma^2\tanh(\Omega/2k_BT)}{\Omega t}\approx0.17 .$$

This is about a third of the large-$\Omega$ threshold, and the Gaussian chance of reversed hopping is about $4\times10^{-4}$. Both depend strongly on the rough input: $\sigma=0.04$ eV gives $\lambda=0.31$ and $6\times10^{-3}$. The comparison gives a scale and not a verdict: here $\Omega/t=0.06$, whereas the worked case uses a phonon energy fifty times larger, far from typical for such intermolecular modes. The assumption $\Omega\gg t$ fails, and already at $\Omega=3t$ its failure moves the threshold from 0.50 to 0.68. The threshold at $\Omega/t=0.06$ was not computed. With $k_BT$ about four times the phonon energy, a ground-state transition would in any case not describe room-temperature transport directly. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
GENERAL RESULTS (energies in units of t)
second-neighbour element / (alpha^2/Omega): 1.000
band error, lambda=1, Omega=150 t: 0.0260 t
band error, lambda=1, Omega=300 t: 0.0132 t
critical lambda at Omega=3 t: 0.6819
critical lambda at Omega=30 t: 0.5238
critical lambda at Omega=300 t: 0.5025
second-derivative jump at Omega=300 t: -8.088 t
site: grid minimum K/pi = 0.333, signs removable: False
bond: grid minimum K/pi = 0.000, signs removable: True
holstein: grid minimum K/pi = 0.000, signs removable: True
(grid spacing in K/pi: 0.167; Omega=3 t, lambda=1)
ring: Omega=10 t, lambda=2
ring cos K, linear hopping: 0.0000
ring cos K, modulus of hopping: 1.0000
WORKED EXAMPLE
t = 0.100 eV, Omega = 0.300 eV, spacing = 5.0 angstrom
critical lambda: 0.6819
critical alpha: 0.1011 eV
curvature slope da/dlambda: -0.2966 eV
fourth K-derivative b: 0.4725 eV
second-derivative jump: -0.5584 eV
gap above K=0 level at threshold: 0.3018 eV
3% above threshold: K = 0.2672, expansion 0.2775
3% above: gain = 1.068e-04 eV, expansion 1.168e-04 eV
lambda=1: K = 0.8799 = 0.2801 pi
lambda=1: wave number = 0.1760 1/angstrom
lambda=1: large-Omega formula K = 1.0472
lambda=1: ground energy = -0.28746 eV
lambda=1: depth below K=0 = 0.01515 eV
bare mass: 1.524 m_e
lambda=1: mass at minimum = 2.717 m_e
NEGLECTED EFFECTS
larger basis: energy change = -1.39e-05 eV
larger basis: critical lambda change = -1.09e-05
kT at 300 K: 0.02585 eV
depth/k at lambda=1: 175.8 K
large-Omega threshold, phonon 1+0.1 cos q: 0.4511
large-Omega threshold, phonon 1-0.1 cos q: 0.5514
zero-point chance of reversed hopping: 0.2422
ROUGH RUBRENE-LIKE CASE, 300 K
hopping 0.1 eV, phonon 0.006 eV, spread 0.03 eV
lambda: 0.173
thermal chance of reversed hopping: 4.3e-04
kT/phonon energy: 4.31, kT/hopping: 0.26
```
